# Dark-Current Subtraction and Shot Noise in Matched Photodiodes: verification in Python

```python
"""Dark-current subtraction with two matched, independent photodiodes.

Result under test: if the lit diode has mean count N_ph + N_d and the dark
reference has mean count N_d, their difference has mean N_ph and variance
N_ph + 2 N_d. Here N = I T / q, I is a mean current, T the integration time
and q the elementary charge. Spectral densities are one-sided.
Count distributions are built from many short slots, each holding 0 or 1 event.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid

q, k_B, hbar = const.e, const.k, const.hbar
rng = np.random.default_rng(12345)


def close(value, target, rel):
    return abs(value - target) <= rel * abs(target)


def count_pmf(mean, doublings=20, size=90):
    """Distribution of the total count in 2**doublings independent slots."""
    p = mean / 2**doublings
    pmf = np.array([1.0 - p, p])
    for _ in range(doublings):
        pmf = np.convolve(pmf, pmf)[:size]
    return pmf


def combined_moments(joint, weight):
    """Mean and variance of n1 + weight*n2 by summing a joint distribution."""
    n1, n2 = np.indices(joint.shape)
    value = n1 + weight * n2
    mean = np.sum(joint * value)
    return mean, np.sum(joint * (value - mean)**2)


# Shot noise from elementary slots, including the finite-slot correction.
dark_mean, light_mean = 6.0, 3.0
dark = count_pmf(dark_mean)
light = count_pmf(light_mean)
n = np.arange(dark.size)
single_mean = np.sum(n * dark)
single_var = np.sum((n - single_mean)**2 * dark)
assert close(np.sum(dark), 1.0, 1e-8)
assert close(single_mean, dark_mean, 1e-8)
assert close(single_var, dark_mean * (1 - dark_mean / 2**20), 1e-8)
coarse = count_pmf(dark_mean, doublings=4)
m = np.arange(coarse.size)
coarse_var = np.sum((m - dark_mean)**2 * coarse)
assert close(coarse_var, dark_mean * (1 - dark_mean / 16), 1e-10)

# Independent difference, with and without light; the sum is equally noisy.
# The 1e-4 tolerance covers the finite slot probability.
dark_pair = np.outer(dark, dark)
diff_mean, diff_var = combined_moments(dark_pair, -1)
_, sum_var = combined_moments(dark_pair, 1)
assert abs(diff_mean) < 1e-8
assert close(diff_var, 2 * dark_mean, 1e-4)
assert close(sum_var, diff_var, 1e-8)
lit = np.convolve(light, dark)
lit_mean, lit_var = combined_moments(np.outer(lit, dark), -1)
assert close(lit_mean, light_mean, 1e-7)
assert close(lit_var, light_mean + 2 * dark_mean, 1e-4)

# Common drift: both rates are high together or low together.
drift = 0.5
low, high = [count_pmf(dark_mean * (1 + s * drift)) for s in (-1, 1)]
drift_joint = 0.5 * (np.outer(low, low) + np.outer(high, high))
_, drift_single_var = combined_moments(drift_joint, 0)
_, drift_diff_var = combined_moments(drift_joint, -1)
i1, i2 = np.indices(drift_joint.shape)
drift_cov = np.sum(drift_joint * (i1 - dark_mean) * (i2 - dark_mean))
drift_var = (drift * dark_mean)**2
assert close(drift_single_var, dark_mean + drift_var, 1e-4)
assert close(drift_cov, drift_var, 1e-4)
assert close(drift_diff_var, 2 * dark_mean, 1e-4)

# At fractional drift 1/sqrt(N), a fixed offset and a live reference tie.
tie = 1 / np.sqrt(dark_mean)
tie_pmfs = [count_pmf(dark_mean * (1 + s * tie)) for s in (-1, 1)]
tie_joint = 0.5 * sum(np.outer(x, x) for x in tie_pmfs)
assert close(combined_moments(tie_joint, 0)[1],
             combined_moments(tie_joint, -1)[1], 1e-4)

# Average several independent reference frames.
test_frames = 4
reference = np.array([1.0])
for _ in range(test_frames):
    reference = np.convolve(reference, dark)
_, averaged_var = combined_moments(np.outer(dark, reference), -1 / test_frames)
assert close(averaged_var, dark_mean * (1 + 1 / test_frames), 1e-4)

# Opposing flows at finite bias: means subtract, variances add.
bias_ratio = 1.0
backward = count_pmf(dark_mean * np.exp(-bias_ratio))
net_mean, net_var = combined_moments(np.outer(dark, backward), -1)
assert close(net_var / net_mean, 1 + 2 / np.expm1(bias_ratio), 1e-4)

# Spectrum of random unit pulses in a unit time window.
# With 40000 runs the statistical error is about 0.5%; tolerance is 3%.
runs, mean_events, harmonic = 40000, 20, 7


def pulse_transform():
    numbers = rng.poisson(mean_events, runs)
    owner = np.repeat(np.arange(runs), numbers)
    phase = 2 * np.pi * harmonic * rng.random(owner.size)
    real = np.bincount(owner, weights=np.cos(phase), minlength=runs)
    imag = np.bincount(owner, weights=-np.sin(phase), minlength=runs)
    return real + 1j * imag


first, second = pulse_transform(), pulse_transform()
single_psd = 2 * np.mean(np.abs(first)**2)
difference_psd = 2 * np.mean(np.abs(first - second)**2)
assert close(single_psd, 2 * mean_events, 0.03)
assert close(difference_psd, 4 * mean_events, 0.03)

# Example inputs: rough Ge-on-Si photodiode regime.
I_d, I_ph = 10e-9, 2e-9
T_int, temperature, bias = 10e-6, 300.0, 1.0
capacitance, thickness = 100e-15, 500e-9
frames = 100
N_d, N_ph = I_d * T_int / q, I_ph * T_int / q
bandwidth = 1 / (2 * T_int)
sigma_one = np.sqrt(2 * q * I_d * bandwidth)
sigma_pair = np.sqrt(4 * q * I_d * bandwidth)
var_known, var_live = N_ph + N_d, N_ph + 2 * N_d
sigma_known = q * np.sqrt(var_known) / T_int
sigma_live = q * np.sqrt(var_live) / T_int
snr_known, snr_live = N_ph / np.sqrt(var_known), N_ph / np.sqrt(var_live)
var_averaged = N_ph + N_d * (1 + 1 / frames)
snr_averaged = N_ph / np.sqrt(var_averaged)

# Averaging-window bandwidth; omitted quadrature tail is about 5e-5.
x = np.linspace(0, 1000, 200001)
window_area = trapezoid(np.sinc(x)**2, x)
assert abs(window_area / T_int - bandwidth) < 2e-4 * bandwidth
assert close(sigma_one, q * np.sqrt(N_d) / T_int, 1e-12)

# Simulate the example's own counts; variance errors are about 0.3%.
samples = 200000
lit_counts = rng.poisson(N_ph + N_d, samples)
dark_counts = rng.poisson(N_d, samples)
sim_difference = lit_counts - dark_counts
sim_mean, sim_var = np.mean(sim_difference), np.var(sim_difference)
assert abs(sim_mean - N_ph) < 6 * np.sqrt(var_live / samples)
assert close(sim_var, var_live, 0.02)
sim_dark_ratio = (np.var(dark_counts - rng.poisson(N_d, samples))
                  / np.var(dark_counts))
assert close(sim_dark_ratio, 2, 0.03)

# Temperature drift, using thermally activated dark current.
activation_eV = 0.33
temp_coefficient = activation_eV * q / (k_B * temperature**2)


def relative_dark(temp):
    return np.exp(-activation_eV * q / k_B * (1 / temp - 1 / temperature))


slope = (relative_dark(temperature + 0.01)
         - relative_dark(temperature - 0.01)) / 0.02
assert close(slope, temp_coefficient, 1e-6)
break_even = 1 / np.sqrt(N_d)
break_even_K = break_even / temp_coefficient

# Mismatch, temperature difference and integrator reset noise.
mismatch = 0.01
mismatch_offset = mismatch * I_d
temperature_difference = 0.01
temperature_offset = I_d * temp_coefficient * temperature_difference
reset_ratio = k_B * temperature * capacitance / (q**2 * N_d)
output_voltage = (I_d + I_ph) * T_int / capacitance

# Low-frequency noise I^2 K/f, observed over one second.
observation_time, corner = 1.0, 1000.0
lower = T_int / observation_time
log_x = np.linspace(np.log(lower), np.log(100), 200001)
flicker_integral = trapezoid(np.sinc(np.exp(log_x))**2, log_x)
closed_integral = 1.5 - np.euler_gamma - np.log(2 * np.pi * lower)
assert abs(flicker_integral - closed_integral) < 1e-4
flicker_ratio = 2 * T_int * corner * flicker_integral
critical_corner = 1 / (2 * T_int * flicker_integral)

# Backward flow, transit and high-field effects; material inputs are rough.
backward_excess = 2 / np.expm1(q * bias / (k_B * temperature))
drift_velocity = 6e4
transit_time = thickness / drift_velocity
built_in = 0.3
field = (bias + built_in) / thickness
ionization_per_m = 1.5e9 * np.exp(-1.5e8 / field)
ionization_probability = ionization_per_m * thickness
gap_eV, tunnel_mass = 0.66, 0.04
mass, gap = tunnel_mass * const.m_e, gap_eV * q
barrier_length = gap / (q * field)
scaled_area = quad(lambda s: np.sqrt(1 - s), 0, 1)[0]
tunnel_exponent = (2 * barrier_length * np.sqrt(2 * mass * gap)
                   / hbar * scaled_area)
closed_tunnel = 4 * np.sqrt(2 * mass) * gap**1.5 / (3 * q * hbar * field)
assert close(tunnel_exponent, closed_tunnel, 1e-7)

print(f"Slot test, mean dark count: {single_mean:.4f}")
print(f"Slot test, one-diode variance: {single_var:.4f}")
print(f"Slot test, difference variance: {diff_var:.4f}")
print(f"Drift test, one-diode variance: {drift_single_var:.4f}")
print(f"Drift test, difference variance: {drift_diff_var:.4f}")
print(f"Dark current per diode: {I_d*1e9:.1f} nA")
print(f"Photocurrent: {I_ph*1e9:.1f} nA")
print(f"Integration time: {T_int*1e6:.1f} us")
print(f"Temperature: {temperature:.0f} K")
print(f"Reverse bias: {bias:.1f} V")
print(f"Intrinsic thickness: {thickness*1e9:.0f} nm")
print(f"Integrator capacitance: {capacitance*1e15:.0f} fF")
print(f"Integrator output, lit diode: {output_voltage:.2f} V")
print(f"Mean dark count: {N_d:.0f} electrons")
print(f"Mean photocount: {N_ph:.0f} electrons")
print(f"Rms dark count, one diode: {np.sqrt(N_d):.1f} electrons")
print(f"Rms dark count, difference: {np.sqrt(2*N_d):.1f} electrons")
print(f"Noise bandwidth: {bandwidth/1e3:.1f} kHz")
print(f"Rms dark current noise, one diode: {sigma_one*1e12:.2f} pA")
print(f"Rms dark current noise, difference: {sigma_pair*1e12:.2f} pA")
print(f"Simulated dark variance ratio: {sim_dark_ratio:.3f}")
print(f"Total noise, known offset: {sigma_known*1e12:.2f} pA rms")
print(f"Total noise, live reference: {sigma_live*1e12:.2f} pA rms")
print(f"Total variance ratio, live/known: {var_live/var_known:.3f}")
print(f"Simulated mean difference: {sim_mean:.0f} electrons")
print(f"Simulated/predicted total variance: {sim_var/var_live:.3f}")
print(f"Signal-to-rms-noise, known offset: {snr_known:.1f}")
print(f"Signal-to-rms-noise, live reference: {snr_live:.1f}")
print(f"Reference frames averaged: {frames}")
print(f"Signal-to-rms-noise, averaged reference: {snr_averaged:.1f}")
print(f"Activation energy, rough: {activation_eV:.2f} eV")
print(f"Dark-current temperature slope: {100*temp_coefficient:.2f} %/K")
print(f"Break-even common drift: {100*break_even:.3f} % rms")
print(f"Break-even temperature drift: {break_even_K*1e3:.1f} mK rms")
print(f"Assumed dark-current mismatch: {100*mismatch:.1f} %")
print(f"Offset from mismatch: {mismatch_offset*1e12:.1f} pA")
print(f"Assumed diode temperature gap: {temperature_difference*1e3:.0f} mK")
print(f"Offset from temperature gap: {temperature_offset*1e12:.2f} pA")
print(f"Reset/dark-shot variance per diode: {100*reset_ratio:.2f} %")
print(f"Low-frequency observation time: {observation_time:.1f} s")
print(f"Assumed 1/f corner: {corner/1e3:.1f} kHz")
print(f"1/f to dark-shot variance: {100*flicker_ratio:.1f} %")
print(f"Corner for equal 1/f and shot noise: {critical_corner/1e3:.2f} kHz")
print(f"Backward-flow excess noise fraction: {backward_excess:.1e}")
print(f"Carrier transit time, rough: {transit_time*1e12:.1f} ps")
print(f"Transit/integration time: {transit_time/T_int:.1e}")
print(f"Junction field, rough: {field/1e8:.3f} MV/cm")
print(f"Ionization probability, rough: {ionization_probability:.1e}")
print(f"Direct-tunnelling exponent, rough: {tunnel_exponent:.0f}")
print("all tests passed")
```

Output:

```
Slot test, mean dark count: 6.0000
Slot test, one-diode variance: 6.0000
Slot test, difference variance: 11.9999
Drift test, one-diode variance: 15.0000
Drift test, difference variance: 11.9999
Dark current per diode: 10.0 nA
Photocurrent: 2.0 nA
Integration time: 10.0 us
Temperature: 300 K
Reverse bias: 1.0 V
Intrinsic thickness: 500 nm
Integrator capacitance: 100 fF
Integrator output, lit diode: 1.20 V
Mean dark count: 624151 electrons
Mean photocount: 124830 electrons
Rms dark count, one diode: 790.0 electrons
Rms dark count, difference: 1117.3 electrons
Noise bandwidth: 50.0 kHz
Rms dark current noise, one diode: 12.66 pA
Rms dark current noise, difference: 17.90 pA
Simulated dark variance ratio: 2.008
Total noise, known offset: 13.87 pA rms
Total noise, live reference: 18.77 pA rms
Total variance ratio, live/known: 1.833
Simulated mean difference: 124829 electrons
Simulated/predicted total variance: 0.998
Signal-to-rms-noise, known offset: 144.2
Signal-to-rms-noise, live reference: 106.5
Reference frames averaged: 100
Signal-to-rms-noise, averaged reference: 143.6
Activation energy, rough: 0.33 eV
Dark-current temperature slope: 4.25 %/K
Break-even common drift: 0.127 % rms
Break-even temperature drift: 29.7 mK rms
Assumed dark-current mismatch: 1.0 %
Offset from mismatch: 100.0 pA
Assumed diode temperature gap: 10 mK
Offset from temperature gap: 4.25 pA
Reset/dark-shot variance per diode: 2.59 %
Low-frequency observation time: 1.0 s
Assumed 1/f corner: 1.0 kHz
1/f to dark-shot variance: 21.2 %
Corner for equal 1/f and shot noise: 4.72 kHz
Backward-flow excess noise fraction: 3.2e-17
Carrier transit time, rough: 8.3 ps
Transit/integration time: 8.3e-07
Junction field, rough: 0.026 MV/cm
Ionization probability, rough: 6.6e-23
Direct-tunnelling exponent, rough: 282
all tests passed
```
